# Conservative finite volumes for an isolated grain boundary with segregation

## What symmetry and dimensions fix

A planar grain boundary of width \(d\) runs perpendicular to a free surface, between two identical grains. The surface is held at a fixed solute concentration from time zero, and the solute is initially absent. Reflection in the boundary plane leaves the problem unchanged, so one grain and half the boundary suffice. Let \(x>0\) be the distance into the grain from the boundary face, and \(y>0\) the depth below the surface.

The equations for a dilute solute are linear, so concentrations can be measured relative to the surface value in the grain. Let \(D\) and \(D_b\) be the constant diffusivities of grain and boundary, and \(t\) the time. Time enters only through the area \(\tau=Dt\), and the boundary mobility only through \(R=D_b/D\). With \(s\) the equilibrium ratio of boundary to grain concentration, half the boundary stores as much solute per unit depth as a grain strip of width

\[
a=\frac{sd}{2}.
\]

The variables are therefore the lengths \(x,y,a,\ell=\sqrt{\tau}\) and the number \(R\), and dimensional analysis gives

\[
c(x,y,\tau)=F\!\left(\frac{x}{\ell},\frac{y}{\ell};\frac{a}{\ell},R\right).
\]

The segregation factor and the width do not act separately on the grain profile. They act through \(a\).

## Equilibrium and balance equations

In atomic units, with temperature \(T\) expressed as an energy, a non-interacting solute occupying a fraction \(X\) of equivalent sites has chemical potential \(\epsilon+T\ln[X/(1-X)]\). Let the site energy be lower by \(E\) in the boundary. Equal chemical potentials give

\[
\frac{X_b}{1-X_b}=s\,\frac{X}{1-X},\qquad s=e^{E/T}.
\]

If both occupations are small and the site densities are equal, this becomes \(c_b=s\,c(0,y,\tau)\). It is imposed at all times, which assumes that exchange across the boundary face is fast compared with diffusion. The boundary is also taken as uniform across its width.

In the isotropic grain,

\[
c_\tau=c_{xx}+c_{yy}.
\]

Half the boundary gains solute by diffusion along \(y\) and loses it to the grain. The flux into the grain is \(-Dc_x(0,y)\), so

\[
\frac d2\frac{\partial c_b}{\partial t}
=\frac d2D_b\frac{\partial^2c_b}{\partial y^2}+Dc_x(0,y).
\]

Write \(u(y,\tau)=c(0,y,\tau)\), insert \(c_b=su\) with constant \(s\), and divide by \(D\):

\[
a u_\tau=aRu_{yy}+c_x(0,y).
\]

At the surface \(c=u=1\), so the boundary mouth has concentration \(s\).

## The discrete equations

Divide the grain into cells of widths \(\Delta x_i\) and \(\Delta y_j\), with \(i=1,\dots,N_x\) and \(j=1,\dots,N_y\). Unknowns \(c_{ij}\) sit at cell midpoints. The boundary is an additional column \(i=0\), with \(c_{0j}=u_j\). There is no separate unknown for \(c_b\). It is evaluated as \(su_j\), so segregation equilibrium cannot drift.

The wall lies half a cell from the first grain midpoint. The solute passing from line to grain in row \(j\), per unit \(\tau\), is

\[
q_j=\Delta y_j\,\frac{2(u_j-c_{1j})}{\Delta x_1}.
\]

This same number is subtracted from the line cell and added to the grain cell. With \(\delta_{j+1/2}\) the distance between midpoints \(j\) and \(j+1\), an interior line cell obeys

\[
a\Delta y_j\dot u_j
=aR\left[\frac{u_{j+1}-u_j}{\delta_{j+1/2}}
-\frac{u_j-u_{j-1}}{\delta_{j-1/2}}\right]-q_j,
\]

where the dot means \(d/d\tau\). Grain cells have the same form, with fluxes through all four faces.

Give column \(i\) a capacity \(w_i\) and a mobility \(m_i\) along \(y\):

\[
w_0=a,\quad m_0=aR,\qquad w_i=m_i=\Delta x_i\quad(i\ge1).
\]

Let \(L_x\) be the symmetric matrix of conductances between neighbouring columns: \(2/\Delta x_1\) at the wall and inverse midpoint distances elsewhere. Each conductance \(g\) between two columns contributes \(+g\) to their diagonal entries and \(-g\) to the two off-diagonal ones. Let \(L_y\) be built likewise in \(y\), with \(2/\Delta y_1\) added to its first diagonal entry for the surface. The far edges carry no flux. Then

\[
M\dot c=f-Kc,\qquad M=\mathrm{diag}(w)\otimes\mathrm{diag}(\Delta y),
\]

\[
K=\mathrm{diag}(m)\otimes L_y+L_x\otimes\mathrm{diag}(\Delta y),
\]

and \(f_{ij}=2m_i/\Delta y_1\) for \(j=1\), zero otherwise.

**Conservation.** Sum the equations over all cells. Each column of \(L_x\) sums to zero, because each conductance enters once with each sign. The column sums of \(L_y\) vanish except for the surface term. Hence

\[
\frac{d}{d\tau}\sum_{ij}w_i\Delta y_j c_{ij}
=\sum_i\frac{2m_i}{\Delta y_1}(1-c_{i1}).
\]

The right side is the surface inflow. This identity holds on any mesh, however coarse.

**Accuracy at the wall.** The half-cell difference is a first-order estimate of the gradient if exact values are inserted, but the computed values adjust to it. Take the one-dimensional steady problem \(c_{xx}=b\) with constant \(b\), a uniform mesh of spacing \(\Delta x\), and the correct gradient imposed at the far end. Summing cell balances back to the wall gives the correct wall gradient \(G\). The scheme then sets \(c_1=u+G\Delta x/2\), whereas the solution at that midpoint is \(u+G\Delta x/2+b\Delta x^2/8\). In this model problem the flux is correct and the value is wrong at second order.

## Time stepping and stability

For a step \(h\) in \(\tau\), use two implicit stages:

\[
Mc^{(1)}=Mc^n+\gamma h\,(f-Kc^{(1)}),
\]

\[
Mc^{n+1}=Mc^n+(1-\gamma)h\,(f-Kc^{(1)})+\gamma h\,(f-Kc^{n+1}).
\]

For one decaying mode, \(\dot c=-\lambda c\), set \(z=-\lambda h\). The first stage gives \(c^{(1)}=c^n/(1-\gamma z)\), and the second gives \(c^{n+1}=r(z)c^n\) with

\[
r(z)=\frac{1}{1-\gamma z}\left[1+\frac{(1-\gamma)z}{1-\gamma z}\right]
=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}.
\]

Its expansion is \(1+z+(2\gamma-\gamma^2)z^2+\dots\). Agreement with \(e^z\) through second order requires \(2\gamma-\gamma^2=1/2\), and the root below one is \(\gamma=1-1/\sqrt2\).

Since \(K\) is symmetric and positive and \(M\) is positive and diagonal, all \(\lambda\) are real and positive. Put \(\zeta=-z>0\). Then \(r\le1\) because \((1+\gamma\zeta)^2>1-(1-2\gamma)\zeta\). Also \(r\ge-1\), because

\[
(1+\gamma\zeta)^2+1-(1-2\gamma)\zeta=2+(4\gamma-1)\zeta+\gamma^2\zeta^2>0,
\]

where \(4\gamma-1\approx0.17\). The method is stable for every step size, and \(r\to0\) for very fast modes, so the initial jump at the surface is damped.

Positivity is not guaranteed: \(r\) is negative when \(\zeta>1/(1-2\gamma)\approx2.4\). Large steps can produce undershoots. If the initial solute is sharply localized, these can be large. Starting from a single filled cell on a uniform mesh, one step with \(h=10\,\Delta x^2\) leaves an undershoot of about 0.3 of the remaining peak in one dimension and about nine times the remaining peak in two.

The balance survives time discretization if fluxes are accumulated with the stage weights \(\omega_1=1-\gamma\) and \(\omega_2=\gamma\). With \(c^{(2)}=c^{n+1}\), define

\[
I_i=\sum_n h\sum_{r=1}^2\omega_r\frac{2m_i}{\Delta y_1}\bigl(1-c^{(r)}_{i1}\bigr),
\qquad
Q=\sum_n h\sum_{r=1}^2\omega_r\sum_jq_j^{(r)} .
\]

Summing the second stage equation over the line, and then over the grain, gives for an initially empty system

\[
\sum_j a\Delta y_ju_j=I_0-Q,\qquad
\sum_{i\ge1,j}\Delta x_i\Delta y_jc_{ij}=\sum_{i\ge1}I_i+Q.
\]

## Pseudocode and cost

```
build w, m, Lx, Ly, M, K, f
factor A = M + gamma*h*K             # once
c = 0;  I = 0;  Q = 0
repeat for each step:
    c1 = solve(A, M*c + gamma*h*f)
    c2 = solve(A, M*c + (1-gamma)*h*(f - K*c1)
                  + gamma*h*f)
    for (weight, state) in ((1-gamma, c1), (gamma, c2)):
        I += h*weight*surface_flux(state)   # per column
        Q += h*weight*wall_flux(state)
    c = c2
compare line content with I[0] - Q
compare grain content with sum(I[1:]) + Q
```

With \(N\) cells per side there are about \(N^2\) unknowns. Ordered column by column, the matrix has bandwidth about \(N\), so a banded factorization costs of order \(N^4\) operations and \(N^3\) storage, and each solve costs \(N^3\). Taking \(N\) steps adds another \(N^4\). A sparse factorization with a fill-reducing ordering is used for the numbers below.

## An integral solution for comparison

For \(R>1\) the continuum problem on the infinite quarter-plane reduces to one integral. Take the sine transform in \(y\) and the Laplace transform in \(\tau\), with variables \(k\) and \(p\). Two integrations by parts turn \(c_{yy}\) into \(k/p-k^2\hat c\), where \(k/p\) comes from the surface value. With \(q^2=p+k^2\), the grain equation is \(\hat c_{xx}=q^2\hat c-k/p\), so the bounded solution is

\[
\hat c=\frac{k}{pq^2}+Ae^{-qx}.
\]

The line equation becomes \(a(p+Rk^2)\hat c(0)=aRk/p-qA\). Insert \(\hat c(0)=k/(pq^2)+A\) and collect \(A\):

\[
A\,[a(p+Rk^2)+q]=\frac{ak}{pq^2}\,[Rq^2-p-Rk^2]
=\frac{a(R-1)k}{q^2}.
\]

Since \(p+Rk^2=q^2+(R-1)k^2\),

\[
A=\frac{(R-1)k}{q^2(q+b_1)(q+b_2)},\quad
b_1+b_2=\frac1a,\quad b_1b_2=(R-1)k^2 .
\]

Both \(b\)'s have positive real part. Partial fractions give

\[
\frac1{(q+b_1)(q+b_2)}=\frac1{b_2-b_1}\left[\frac1{q+b_1}-\frac1{q+b_2}\right],
\]

\[
\frac1{q^2(q+b)}=\frac1b\left[\frac1{q^2}-\frac1{q(q+b)}\right].
\]

Replacing \(p+k^2\) by a new Laplace variable produces a factor \(e^{-k^2\tau}\). In that variable, \(e^{-qx}/q\) is the transform of \(e^{-x^2/4\tau}/\sqrt{\pi\tau}\), the spreading of a unit amount released at the wall of a half-space. Writing \(1/(q+b)=\int_0^\infty e^{-(q+b)v}dv\) and completing the square gives

\[
\frac{e^{-qx}}{q(q+b)}\;\to\;
\int_0^\infty\frac{e^{-bv-(x+v)^2/4\tau}}{\sqrt{\pi\tau}}\,dv
=e^{bx+b^2\tau}\,\mathrm{erfc}\!\left(b\sqrt\tau+\frac{x}{2\sqrt\tau}\right).
\]

The case \(b=0\) gives \(e^{-qx}/q^2\to\mathrm{erfc}(x/2\sqrt\tau)\). Define

\[
H_b=\frac1b\left[\mathrm{erfc}\frac{x}{2\sqrt\tau}
-e^{bx+b^2\tau}\mathrm{erfc}\!\left(b\sqrt\tau+\frac{x}{2\sqrt\tau}\right)\right].
\]

The term \(k/(pq^2)\) is independent of \(x\) and represents diffusion from the surface without a boundary. Therefore

\[
c=\mathrm{erfc}\frac{y}{2\sqrt\tau}+\frac2\pi\int_0^\infty\sin(ky)\,B\,dk,
\quad
B=(R-1)k\,e^{-k^2\tau}\frac{H_{b_1}-H_{b_2}}{b_2-b_1}.
\]

The integral is evaluated by 800-point Gauss–Legendre quadrature up to \(k=7/\ell\). The product of exponential and erfc is computed as a scaled function to avoid overflow.

## A worked case

Take \(d=5\) Å, \(E=0.2\) eV, \(T=0.1\) eV, \(R=1000\) and \(\ell=1000\) Å. These are round model parameters. Then

\[
s=e^{2}=7.389,\qquad a=\frac{7.389\times5}{2}=18.47\ \text{Å}.
\]

The domain is \(8\ell\) by \(40\ell\), with faces at \(8\ell\sinh(3\xi)/\sinh3\) in \(x\) and \(40\ell\sinh(4\xi)/\sinh4\) in \(y\), for equally spaced \(\xi\) from 0 to 1. With 120 cells per side and 120 steps, the first cell measures 20 Å by 49 Å. The line values, interpolated by a cubic spline, agree with the integral to about \(10^{-5}\) of the surface concentration:

| depth (Å) | \(u\) at boundary | no boundary |
|---:|---:|---:|
| 1000 | 0.843 | 0.480 |
| 2000 | 0.698 | 0.157 |
| 5000 | 0.376 | 0.0004 |
| 10000 | 0.121 | \(1.5\times10^{-12}\) |

The value \(u=0.1\) is reached at 10,812 Å (20,432 bohr), against 2326 Å without the boundary, a factor of 4.6.

A rough estimate explains the scale. Neglect line storage and grain diffusion along \(y\), and treat the wall value as if it had been constant since time zero. The grain then draws a flux \(u/\sqrt{\pi\tau}\), and \(aRu_{yy}=u/\sqrt{\pi\tau}\) gives \(u=e^{-y/\Lambda}\) with

\[
\Lambda=\sqrt{aR\sqrt{\pi\tau}}\approx5700\ \text{Å}.
\]

The estimated depth for \(u=0.1\) is \(\Lambda\ln10\approx13{,}200\) Å, about 22% above the computed one. The neglected effects act in both directions. Deep in the profile the wall value rises with time, so the leakage exceeds the assumed one, by factors of 1.3 at 5000 Å and 1.7 at 10,000 Å. Within about \(2\ell\) of the surface the grain is already filled from above and the leakage is smaller, about half the assumed value at 1000 Å. Including only the time history of \(u\) gives about 10,700 Å, slightly below the full result.

**The solute ledger.** Amounts for the whole boundary and both grains, per unit length along the boundary and relative to the surface concentration, are in units of \(10^6\) Å\(^2\). The mouth admits 8.270, of which 8.090 leaks into the grains and 0.180 remains:

\[
8.270-8.090=0.180.
\]

The boundary thus retains about 2% of what enters it. The grains receive 17.119 through their own surface, and

\[
17.119+8.090=25.209,
\]

which is their content. The unrounded balances close to a few parts in \(10^{14}\) of the total content. This shows conservation, not accuracy: the separate amounts still carry mesh errors of up to a few hundredths of a percent.

The grain total depends on the chosen domain width. A width-independent measure is the excess over the column farthest from the boundary, which is 7.159. The integral solution gives the same rounded value, \(2\int_0^\infty dx\,(2/\pi)\int_0^\infty (B/k)\,dk\), since integrating \(\sin(ky)\) over \(y\) with a vanishing convergence factor yields \(1/k\). Here the \(x\) integral is a 60-point Gauss–Legendre sum up to \(10\ell\). The excess is smaller than the leakage by \(8.090-7.159=0.931\); the last digit is mesh error, and the continuum value is 0.930. Solute delivered by the boundary raises the concentration just below the surface, so the nearby grain surface admits less.

**Mesh error.** With equal numbers of cells per side and steps, the largest deviation from the integral solution over all midpoints is \(1.15\times10^{-3}\), \(2.9\times10^{-4}\) and \(7.1\times10^{-5}\) of the surface concentration for 30, 60 and 120. The factor of four per doubling is second order.

A second case, with \(\ell=40\) Å and \(R=20\), has much stronger relative storage, \(a/\ell=0.46\) instead of 0.018. On 60 cells its largest error agrees with that of the first case to all four printed digits, \(2.855\times10^{-4}\). The reason is that the maximum lies far from the boundary, where both cases reduce to the same scaled surface problem. This norm therefore bounds the total error near the boundary but does not measure the order of convergence there. On the line itself the largest error in the first case is \(2.0\times10^{-4}\), \(5.0\times10^{-5}\) and \(1.8\times10^{-5}\) for 30, 60 and 120 cells. The last ratio is only 2.8, so second order is not established at the boundary on these meshes.

## Limits and failure modes

**Equal diffusivities.** For \(R=1\), \(A=0\): the grain profile is independent of \(x\) for any \(s\). Segregation changes the amount stored, but the line supplies its own storage at the same rate as the grain. The scheme preserves this because then \(m_i=w_i\) in every column. A 30-cell run varies across \(x\) by \(1.6\times10^{-15}\).

**A closed box.** Remove the surface source, fill a grain of width \(X\) uniformly with \(c=1\), and leave the line empty. At equilibrium \(c=u\) everywhere, so conservation gives \(X=(X+a)u\). For \(X=100\) Å and the same \(a\), \(u=100/118.47=0.844\) and the boundary concentration is \(su=6.24\). A long run of the scheme reaches this value.

**Two different wall fluxes.** Suppose the line balance uses a three-point gradient through \(u,c_1,c_2\), while the grain keeps the half-cell flux. The columns of \(L_x\) no longer sum to zero. On 60 cells, the first case then loses solute amounting to 1.5% of the wall transfer. The three-point gradient conserves solute if the same flux enters both balances, but \(K\) is then no longer symmetric and the stability argument above does not cover it.

**Explicit stepping.** Explicit Euler requires \(h\le2/\lambda_{\max}\), and \(\lambda_{\max}\) is at least the largest diagonal ratio \(K_{ii}/M_{ii}\). In the first line cell this ratio is about \(3R/\Delta y_1^2\), so \(h\) could not exceed about 1.6 Å\(^2\). The implicit run uses \(10^6/120\approx8300\) Å\(^2\).

**Loss of diluteness.** Distribute 20 solutes over 20,000 grain and 2000 boundary sites, and sum over all allocations with their multiplicities and Boltzmann weights. The occupation ratio is 7.363, which is 0.35% below \(s\), at a boundary occupation of 0.0042. The full isotherm gives 7.362. When \(X_b\) is no longer small, line storage is nonlinear in \(u\), and the two implicit stages become nonlinear equations.

**Changing temperature or overlapping grains.** If \(s\) varies in time, the stored quantity is \(sud/2\), and \(s\) must stay inside the time derivative. If neighbouring boundaries are separated by only a few \(\ell\), their diffusion fields overlap and the isolated model loses accuracy. For the worked case, a periodic array of boundaries increases the depth for \(u=0.1\) by about 8% at spacing \(2\ell\), 1.3% at \(3\ell\) and 0.1% at \(4\ell\). The continuum description itself requires \(\ell\) to be large compared with atomic spacings.
